# Why a neutral defect's elastic image energy scales as 1/V

The energy of a point defect can be computed in a periodic supercell and then extended to an isolated defect, and the extension is only as good as the assumed law of convergence. For a force-field model of substitutional carbon in silicon, described below, fully relaxed cells of 64 and 216 atoms give 2.232 and 2.114 eV. Extrapolating these two energies as \(1/L\), with \(L\) the cell edge, gives 1.879 eV, which is 0.196 eV below the large-cell limit of 2.075 eV. Extrapolating as \(1/L^3\) gives 2.065 eV, which is low by 0.010 eV. The \(1/L^3\) law follows from linear elasticity, which also supplies the coefficient, so that a single cell can be corrected.

Consider a neutral defect in a cell of volume \(V\). The cell vectors are those of the perfect crystal and all atoms are relaxed. The displacement \(\mathbf u\) is then periodic and the mean strain is zero. The host is taken to be non-piezoelectric, the defect to have no electric dipole, and defect states in neighbouring cells not to overlap. Far from the core, the leading coupling of the defect to its surroundings is linear in the strain, and the energy per cell is

\[
U[\mathbf u]=\frac12\int_V C_{ijlm}\,\partial_j u_i\,\partial_m u_l\,d^3r-P_{ij}\,\partial_j u_i(0).
\]

Repeated indices are summed, \(C_{ijlm}\) are the elastic constants and \(P_{ij}\) is the symmetric elastic dipole tensor, an energy. To see how \(P\) is measured, add a homogeneous strain \(\varepsilon\). Its cross term with \(\mathbf u\) in the elastic energy vanishes, because the integral of \(\partial_j u_i\) over a cell is zero for periodic \(\mathbf u\). What is added is \(-P_{ij}\varepsilon_{ij}+\tfrac12V\varepsilon_{ij}C_{ijlm}\varepsilon_{lm}\), so that

\[
P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0}.
\]

The mean stress of the fixed cell is therefore \(-P_{ij}/V\), and the tensor that creates the far field can be read from it.

Now write \(\mathbf u(\mathbf r)=\sum_{\mathbf k\ne0}\mathbf u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\) over the reciprocal vectors of the supercell; the term \(\mathbf k=0\) is a translation and costs nothing. Let \(\mathbf q=\mathbf k/k\), \(\Gamma_{il}=C_{ijlm}q_jq_m\) and \(\mathbf s=P\mathbf q\). Each derivative brings down a factor \(ik_j\), and the volume integral pairs \(\mathbf k\) with \(-\mathbf k\):

\[
U=\sum_{\mathbf k\ne0}\left[\frac{Vk^2}{2}\,\mathbf u_{\mathbf k}^\dagger\Gamma\mathbf u_{\mathbf k}-ik\,\mathbf s\cdot\mathbf u_{\mathbf k}\right].
\]

Because \(\mathbf u\) is real, \(\mathbf u_{-\mathbf k}=\mathbf u_{\mathbf k}^*\), while \(\mathbf s\) changes sign with \(\mathbf q\). Averaging the linear terms of \(\mathbf k\) and \(-\mathbf k\) turns them into \(\tfrac12ik(\mathbf s\cdot\mathbf u_{\mathbf k}^*-\mathbf s\cdot\mathbf u_{\mathbf k})\). These are the cross terms of a completed square. With \(\mathbf v_{\mathbf k}=\mathbf u_{\mathbf k}+i\Gamma^{-1}\mathbf s/(Vk)\),

\[
U=\sum_{\mathbf k\ne0}\left[\frac{Vk^2}{2}\,\mathbf v_{\mathbf k}^\dagger\Gamma\mathbf v_{\mathbf k}-\frac{h(\mathbf q)}{2V}\right],\qquad h(\mathbf q)=(P\mathbf q)\cdot\Gamma^{-1}(P\mathbf q).
\]

In a stable crystal \(\Gamma\) is positive definite, so the minimum is at \(\mathbf v_{\mathbf k}=0\):

\[
U_{\rm cell}=-\frac1{2V}\sum_{\mathbf k\ne0}h(\mathbf q),\qquad
U_{\rm isolated}=-\frac12\int\frac{d^3k}{(2\pi)^3}\,h(\mathbf q).
\]

The second expression is the first with reciprocal vectors of density \(V/(2\pi)^3\) made continuous.

Both expressions diverge at large \(k\), where the continuum does not describe the core. A core of finite size multiplies \(h\) by a smooth cutoff that equals one at \(k=0\) and differs from one first at order \(k^2\). The cutoff is the same for the cell and for the isolated defect. Set \(\mathbf k=2\pi V^{-1/3}\mathbf n\), so that the vectors \(\mathbf n\) form a lattice of unit density fixed by the shape and orientation of the cell. Since \(h\) depends on direction alone, the scaling leaves it unchanged, and the cutoff becomes \(g(\sqrt t\,\mathbf n)\) with \(t\propto V^{-2/3}\). The image energy is

\[
E_{\rm img}=U_{\rm cell}-U_{\rm isolated}=\frac{B_g(t)}{2V},\qquad
B_g(t)=\int d^3n\,h\,g(\sqrt t\,\mathbf n)-\sum_{\mathbf n\ne0}h\,g(\sqrt t\,\mathbf n).
\]

The \(1/V\) law requires \(B_g(t)\) to have a limit as \(t\to0\) that does not depend on \(g\). Compare two cutoffs \(g_1\) and \(g_2\), and let \(F(\mathbf x)=h(\hat{\mathbf x})[g_1(\mathbf x)-g_2(\mathbf x)]\). This function vanishes at the origin, so the point \(\mathbf n=0\) may be added to the sum. Poisson summation, with \(\hat F\) the Fourier transform of \(F\) and \(\mathbf R\) the lattice dual to \(\mathbf n\), gives

\[
B_{g_1}(t)-B_{g_2}(t)=-t^{-3/2}\sum_{\mathbf R\ne0}\hat F(\mathbf R/\sqrt t),
\]

where the term \(\mathbf R=0\) has cancelled the integral. Near the origin \(F\) is a direction-dependent function times \(x^2\), and elsewhere it is smooth. The transform of a homogeneous function of degree 2 in three dimensions has degree \(-5\), so \(\hat F(\mathbf R/\sqrt t)\) is of order \(t^{5/2}\) and the difference is of order \(t\). Different cutoffs thus share any limit. The limit exists, as the choice \(g_2(\mathbf x)=g_1(a\mathbf x)\) with \(1\le a\le2\) shows: it gives \(B_{g_1}(t)-B_{g_1}(a^2t)=O(t)\). For \(a=2\) the changes over the steps \(t,t/4,t/16,\dots\) add up to a convergent geometric series, and the other values of \(a\) show that every starting value of \(t\) leads to the same limit. A Gaussian may therefore be used:

\[
E(V)=E_\infty+\frac{M}{2V}+O(V^{-5/3}),\qquad
M=\lim_{t\to0}\left[\int d^3n\,h\,e^{-tn^2}-\sum_{\mathbf n\ne0}h\,e^{-tn^2}\right].
\]

The number \(M\) depends on \(P\), on the elastic constants, on the shape of the cell and on its orientation relative to the crystal axes, but not on its volume. The remainder follows from \(B_g(t)=M+O(t)\) and \(t\propto V^{-2/3}\). A term in \(V^{-4/3}\) would need a contribution odd in \(k\). On a lattice \(h\) is replaced by a real Hermitian form built from forces and a dynamical matrix, both of which go into their complex conjugates when \(\mathbf k\to-\mathbf k\). The form is therefore even, and its first correction is of order \(k^2\). The defect may also be polarizable, with a dipole that changes in proportion to the strain of the images. That strain is of order \(1/V\) and the associated energy is quadratic in it, which adds a term in \(V^{-2}\).

The simplest case is a centre of dilatation, \(P_{ij}=p\,\delta_{ij}\), in an isotropic medium. Then \(\mathbf s=p\mathbf q\), and \(\mathbf q\) is an eigenvector of \(\Gamma\) with eigenvalue \(C_{11}\), so \(h=p^2/C_{11}\) in every direction. Poisson summation gives \(\sum_{\mathbf n}e^{-tn^2}=(\pi/t)^{3/2}\) up to exponentially small terms. The integral has the same value, and since the sum in \(M\) omits \(\mathbf n=0\), the difference is one:

\[
M=\frac{p^2}{C_{11}},\qquad E_{\rm img}=\frac{p^2}{2VC_{11}}.
\]

This holds for any cell shape. The energy is positive because the fixed cell lacks one relaxation term, that of \(\mathbf k=0\), worth \(-h/(2V)\).

In a cubic crystal the same defect has a direction-dependent \(h\). Write \(\Gamma=A+b\,\mathbf q\mathbf q^{T}\), with \(b=C_{12}+C_{44}\), \(A\) diagonal with entries \(C_{44}+\Delta q_i^2\), and \(\Delta=C_{11}-C_{12}-2C_{44}\). If \(\Gamma\mathbf w=\mathbf q\), then \(A\mathbf w=(1-b\,\mathbf q\cdot\mathbf w)\mathbf q\). Multiplying by \(\mathbf q^TA^{-1}\) and solving for \(\mathbf q\cdot\mathbf w\) gives

\[
h=\frac{p^2S}{1+bS},\qquad S=\sum_i\frac{q_i^2}{C_{44}+\Delta q_i^2}.
\]

For \(\Delta<0\) and \(C_{44}+\Delta>0\), as in the silicon model below, each term of \(S\) is a convex function of \(q_i^2\), and the \(q_i^2\) add up to one. Hence \(S\), and with it \(h\), is largest along a cube axis and smallest along a body diagonal. The two values are \(p^2/C_{11}\) and \(3p^2/(C_{11}+2C_{12}+4C_{44})\).

For the worked example, silicon is described by a Keating force field, whose terms are

\[
\frac{3\kappa}{8\,l_al_b}\left(\mathbf r_a\cdot\mathbf r_b-l_al_b\cos\theta\right)^2 .
\]

Here \(\mathbf r_a,\mathbf r_b\) are bond vectors from one atom and \(l_a,l_b\) their natural lengths. A bond term has \(a=b\), \(\cos\theta=1\) and \(\kappa=\alpha\); an angle term has \(\cos\theta=-1/3\) and \(\kappa=\beta\). Rough typical values are used: a lattice constant of 0.543 nm and \(\alpha=48\), \(\beta=14\) N/m for the host. For the carbon atom the natural bond length is 0.19 nm, with \(\alpha=90\) N/m for its bonds and \(\beta=25\) N/m for angles that involve them. The host constants are \(C_{11}=165.7\), \(C_{12}=62.6\), \(C_{44}=79.8\) and \(B=97.0\) GPa, where \(B\) is the bulk modulus.

The relaxed cells have a hydrostatic dipole that extrapolates to \(p=-20.72\) eV; the negative sign means that the small atom pulls its neighbours inward. The elastic lattice sum gives \(p^2/M=239\) GPa, or 1492 eV/nm³. Therefore

\[
\frac M2=\frac{(20.72\ {\rm eV})^2}{2\times1492\ {\rm eV/nm^3}}=0.144\ {\rm eV\,nm^3},
\]

and in the 216-atom cell, with \(V=4.323\) nm³, the image energy is 33.3 meV.

The relaxed energies provide an independent test, since they involve no lattice sum. Four cubic cells, of 512 to 4096 atoms, determine \(E_\infty\) and the coefficients of \(V^{-1}\), \(V^{-5/3}\) and \(V^{-2}\). The \(V^{-1}\) coefficient is 0.1447 eV nm³, against 0.1439 eV nm³ from elasticity. Fits that lean on the 64- and 216-atom cells can be off by 6 to 11%. Among cells of 512 atoms and more, other choices of the cells and of the allowed higher powers shift the fitted value by up to about 2.5%, so the difference of 0.6% is within the uncertainty of the fit. If instead one free power of \(1/L\) is drawn through the cells of 1000, 1728 and 4096 atoms, it comes out as 3.12. The excess over 3 is in the direction expected from higher terms that are positive here.

The modulus of 239 GPa is larger than might be expected. By the formula for \(h\), the modulus \(p^2/h\) runs from 166 GPa along a cube axis to 203 GPa along a body diagonal, and 239 GPa lies outside this range. Hence \(M\) is not an average of \(h\) over directions. It is the difference between an integral and a sum, and the anisotropic part of \(h\) enters it with weights of both signs. Using the isotropic formula with \(C_{11}\) would overestimate the image energy by 44%. For the same reason the derivation does not guarantee the sign of \(M\) for a general defect and cell shape.

The correction improves with cell size. In the 64-atom cell the energy lies 157 meV above \(E_\infty\); the \(1/V\) term accounts for 112 meV and leaves 44 meV. With 216 atoms the excess is 39 meV and 6 meV remain, and with 512 atoms 15 meV and 1 meV. From 216 to 512 atoms the remainder falls by a factor of 5.1, between the 4.2 of a fifth power of \(1/L\) and the 5.6 of a sixth. The dipole in the 64-atom cell differs from its limit by 1.4%, which changes \(p^2\) by under 3%, so an inaccurate dipole does not explain the 44 meV. The elastic law thus works although the core is far from linear: the relaxed Si–C bond is 15% shorter than a host bond. The nonlinearity of the core enters the leading term through the value of \(P\).

The dependence on shape appears clearly for a shear defect. Take pure silicon and change the natural lengths of the four bonds of one atom, two by +5% and two by −5%. The dipole is then mainly \(P_{xy}=2.00\) eV. In an isotropic medium of shear modulus \(\mu\), \(\Gamma^{-1}=(1-\mathbf q\mathbf q^T)/\mu+\mathbf q\mathbf q^T/C_{11}\). Since \(P\mathbf q=P_{xy}(q_y,q_x,0)\) and \(\mathbf q\cdot P\mathbf q=2P_{xy}q_xq_y\),

\[
h=P_{xy}^2\left[\frac{1-q_z^2}{\mu}-4q_x^2q_y^2\left(\frac1\mu-\frac1{C_{11}}\right)\right],
\]

which depends on direction even without crystal anisotropy. With silicon's cubic constants, \(M/2\) is 0.00135 eV nm³ for cubic cells and 0.00306 eV nm³ for cells of proportions 1:1:2 with the long edge along \(z\), normal to the shear plane. The relaxed energies give 0.00135 and 0.00305 eV nm³, and both series extrapolate to the same \(E_\infty\) of 0.0446 eV. With the long edge along \(x\) instead, the lattice sum gives −0.00117 eV nm³, a negative image energy. Energies from cells of different shape or orientation therefore do not, in general, belong on one straight line in \(1/V\).

Other boundary conditions change the coefficient. If the volume of a cell holding a cubic defect is released, an isotropic strain \(e\) adds \(-3pe+\tfrac92BVe^2\). The minimum is at \(e=p/(3BV)\), where the added energy is \(-p^2/(2BV)\). For carbon in 512 atoms this is −34.6 meV, against −34.5 meV from the relaxed atoms. Added to the fixed-cell image energy of +14.0 meV it gives −20.6 meV, so the leading size error is again of order \(1/V\) but has the opposite sign.

Neutrality alone does not exclude an electrostatic term of the same order. A dipole \(\mathbf d\) in a medium of relative permittivity \(\epsilon_r\) has charge components \(-i\mathbf k\cdot\mathbf d\), and its field energy is \(+\frac1{2V}\sum_{\mathbf k\ne0}(\mathbf q\cdot\mathbf d)^2/(\epsilon_0\epsilon_r)\) when the macroscopic field is zero. This has the form of the elastic sum with the opposite sign. In a cubic cell the lattice sums for \(q_x^2\), \(q_y^2\) and \(q_z^2\) are equal and add up to one, so each is 1/3 and

\[
E_{\rm el}=-\frac{d^2}{6\epsilon_0\epsilon_rV}.
\]

Tetrahedral symmetry forbids this dipole for substitutional carbon. For a neutral defect of lower symmetry with \(d=0.1\) e nm and \(\epsilon_r=11.7\), the term is −0.6 meV in the 216-atom cell.

Carbon is added to silicon to control the diffusion of dopants, and for the real impurity the model's dipole is too large. The model's relaxation volume, \(p/B=-0.034\) nm³, is 1.7 atomic volumes, whereas reported contractions of carbon-containing silicon correspond to roughly 1.0 to 1.3. As \(M\) varies as \(p^2\), the image energy in 216 atoms would drop from 33 to roughly 11 to 19 meV at unchanged elastic constants. At process temperatures the host has expanded, whereas the cells above have the cold lattice constant. For a rise of 1000 K and a rough expansion coefficient of \(4\times10^{-6}\) per kelvin, the host strain is 0.4%, and the defect energy relative to the equally strained perfect crystal shifts by \(-3pe=0.25\) eV in the model, or roughly 0.15 to 0.19 eV with the smaller dipoles. This shift tends to a constant as \(V\) grows and is not removed by a larger cell. It is the static part only; the vibrational free energy of the defect is not computed here. A rough elastic softening of 10% over the same range would raise the model's 33 meV by 4 meV at fixed \(p\). If all force constants soften by the same 10%, however, \(p\) falls by 10% as well, and the image energy, which varies as \(p^2\) divided by a modulus, drops by 3 meV. The force field contains no electrons, so its 2.075 eV is a strain energy and not a formation energy, and size effects from overlapping or partly filled defect states are outside it. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Lattice constant 0.543 nm, host bond 0.2351 nm
Host alpha, beta: 48, 14 N/m
Si-C natural bond 0.19 nm, alpha, beta: 90, 25 N/m
C11, C12, C44, B: 165.7, 62.6, 79.8, 97.0 GPa
C11, C12, C44 from strained crystals: 165.7, 62.6, 79.8 GPa
Lattice sum for h=1: cubic 1.000000, 1:1:2 1.000000
Lattice sum for h=qz^2, cubic: 0.333333
CARBON IN SILICON, cubic cells
atoms  V(nm^3)  E(eV)     p(eV)     M/2V(meV)  E-Einf(meV)  left(meV)
   64   1.2808  2.231806  -21.0103   112.3421    156.7686    44.4265
  216   4.3228  2.114112  -20.7918    33.2866     39.0742     5.7876
  512  10.2466  2.090221  -20.7482    14.0428     15.1835     1.1408
 1000  20.0129  2.082554  -20.7333     7.1899      7.5168     0.3269
 1728  34.5822  2.079320  -20.7268     4.1608      4.2830     0.1222
 4096  81.9727  2.076821  -20.7216     1.7553      1.7840     0.0286
Extrapolated E_inf: 2.075037 eV
Extrapolated dipole p: -20.7179 eV
Relaxation volume p/B: -0.03422 nm^3; atomic volume 0.02001 nm^3
M/2 from elasticity: 0.14389 eV nm^3
1/V coefficient from atomistic energies: 0.14474 eV nm^3
Effective modulus p^2/M: 238.97 GPa
Free power of 1/L from 1000, 1728, 4096 atoms: 3.122
Relaxed Si-C bond, 4096 atoms: 0.2001 nm; strain from host bond -14.9 %
SHEAR DEFECT (test case)
P_xx, P_zz, P_xy: -0.1102, -0.0347, 1.9977 eV
cubic cells: M/2 0.001346, atomistic 0.001354 eV nm^3; E_inf 0.044610 eV
1:1:2 cells: M/2 0.003064, atomistic 0.003051 eV nm^3; E_inf 0.044611 eV
OTHER BOUNDARY CONDITIONS AND NEGLECTED EFFECTS
Volume release, 512 atoms: atomistic -34.5271, formula -34.5983 meV
Temperature rise 1000 K, rough expansion 4e-06 /K, strain 0.40 %
Host-strain shift, 512 atoms: atomistic 251.71, formula 248.61 meV
Rough elastic softening 10 %: image energy of 216 atoms changes by 3.699 meV at fixed p
Electric dipole 0.1 e nm, permittivity 11.7, 216 atoms: -0.596 meV
```
